# Brillouin-zone mesh for the 1s and 2s excitons of MoS2

## Problem

The Bethe-Salpeter equation of a freestanding semiconducting monolayer is solved on a uniform $N\times N$ mesh with $N_k=N^2$ points. The screened electron-hole attraction diverges at zero momentum transfer, so the mesh cell around $q=0$ needs separate treatment.

1. How does the contribution of this singular cell depend on $N_k$, and under what condition?
2. Must the mesh resolve the inverse screening length $1/r_0$?
3. Which $N$ brings the 1s and 2s energies of MoS2 within 10 meV of the converged values of the same model?

**Model.** The Tamm-Dancoff equation is reduced to one parabolic valley at $K$. Electron-hole exchange, valley coupling, trigonal warping and spin are left out, and Bloch overlaps are set to one. With $\mathbf k$ measured from $K$ and energies from the gap,

$$
\frac{\hbar^2k^2}{2\mu}A(\mathbf k)-\int\!\frac{d^2k'}{4\pi^2}\,W(\mathbf k-\mathbf k')A(\mathbf k')=E\,A(\mathbf k),
$$

$$
W(q)=\frac{e^2}{2\varepsilon_0\,q(1+r_0q)}=\frac{2\pi C}{q(1+r_0q)},\qquad C=\frac{e^2}{4\pi\varepsilon_0}.
$$

$W$ is positive, and the minus sign makes it attractive. For $q\ll1/r_0$ it is the bare two-dimensional Coulomb interaction, proportional to $1/q$. For $q\gg1/r_0$ the polarization of the layer changes it to $1/q^2$. This form treats the layer as strictly two-dimensional and describes a real monolayer only for $q$ below the inverse layer thickness.

The parameters are rounded model values of a size representative of MoS2, not computed or measured results: $a=0.32$ nm, $\mu=0.25\,m_e$ and $r_0=4$ nm.

## Solution

### The mesh equation

The hexagonal reciprocal lattice has vectors of length $b=4\pi/(\sqrt3a)$. The mesh spacing is $h=b/N$, and the corresponding supercell has lattice constant $L=Na$, so $h=4\pi/(\sqrt3L)$. The crystal area is $\mathcal A=\sqrt3L^2/2$, and each mesh cell has area $4\pi^2/\mathcal A=\sqrt3h^2/2$. Replacing the integral by a sum gives

$$
\frac{\hbar^2k^2}{2\mu}A_{\mathbf k}-\frac1{\mathcal A}\sum_{\mathbf k'}W(\mathbf k-\mathbf k')A_{\mathbf k'}=E\,A_{\mathbf k}.
$$

The term $\mathbf k'=\mathbf k$ is infinite. A simple cure replaces $W(0)/\mathcal A$ by the integral of $W/4\pi^2$ over the cell around $q=0$, called $V_{\rm cell}$. This number is the same for every $\mathbf k$, so it enters the matrix as $-V_{\rm cell}$ times the identity. Omitting it therefore raises all levels equally and leaves the eigenvectors unchanged.

### The singular cell

In polar coordinates the factor $q$ in $d^2q=q\,dq\,d\theta$ cancels the divergence. The hexagonal cell has inradius $h/2$ and splits into twelve equal sectors of angle $\pi/6$, each with its boundary at $\rho(\theta)=h/(2\cos\theta)$. Hence

$$
V_{\rm cell}=\frac{12}{4\pi^2}\int_0^{\pi/6}\!d\theta\int_0^{\rho(\theta)}\!\frac{2\pi C\,dq}{1+r_0q}
=\frac{6C}{\pi r_0}\int_0^{\pi/6}\!d\theta\,\ln\!\left(1+\frac{hr_0}{2\cos\theta}\right).
$$

For $hr_0\ll1$ the logarithm equals its argument to leading order. With $\int_0^{\pi/6}d\theta/\cos\theta=\ln\sqrt3$,

$$
V_{\rm cell}\simeq\frac{3Ch}{\pi}\ln\sqrt3=\frac{2\sqrt3\,\ln3\;C}{L}=3.81\,\frac CL .
$$

Since $L=a\sqrt{N_k}$, this is the law $V_{\rm cell}\propto N_k^{-1/2}$. The cell area falls as $1/N_k$, while the typical $W$ inside it grows as $N_k^{1/2}$.

For $hr_0\gg1$ the integral gives $V_{\rm cell}\simeq(C/r_0)[\ln(hr_0)+\text{const}]$, which falls only logarithmically with $N_k$. The local exponent $d\ln V_{\rm cell}/d\ln N_k$ is $-0.23$ at $hr_0=10$, $-0.41$ at $hr_0=1$ and $-0.49$ at $hr_0=0.1$. The inverse square root thus holds once the mesh spacing is well below $1/r_0$.

### What averaging leaves behind

The other cells are still represented by their centre values. Let $D$ be the full difference between the integral and the sum without $q=0$:

$$
D=\int\!\frac{d^2q}{4\pi^2}W(q)-\frac1{\mathcal A}\sum_{\mathbf q\ne0}W(q).
$$

Each part diverges logarithmically at large $q$, so both carry the same smooth cutoff, which is removed after subtraction. Dividing the integral into mesh cells shows that $D-V_{\rm cell}$ is the sum of the midpoint errors of all non-singular cells. With $\mathbf u=\mathbf q/h$ and $y=hr_0$,

$$
D-V_{\rm cell}=\frac C{r_0}F(y),\qquad
F(y)=\frac1{2\pi}\sum_{\mathbf u_j\ne0}\left[\int_{\text{cell }j}\!d^2u\,g(u)-\frac{\sqrt3}{2}g(u_j)\right],
$$

$$
g(u)=\frac{y}{u(1+yu)}.
$$

To leading order the midpoint error of one cell is $\tfrac14\nabla^2g(u_j)\int s^2d^2s$, where $\mathbf s$ runs over the cell from its centre. The two limits of $g$ behave differently:

- **Fine mesh, $y\ll1$.** Here $g\simeq y/u$, so $F\propto y$ and $D-V_{\rm cell}\propto Ch\propto N_k^{-1/2}$. Averaging the singular cell reduces the prefactor but does not change the power.
- **Coarse mesh, $y\gg1$.** Here $g\simeq1/u^2$, which no longer contains the spacing. $F$ tends to a constant, computed as 0.173, and refining the mesh hardly helps.

The plateau is $0.173\,C/r_0=62$ meV for the present parameters. An absolute energy obtained with cell averaging begins to converge as $N_k^{-1/2}$ when the mesh resolves $1/r_0$.

### The fine-mesh prefactor

For $L\gg r_0$, put $W\simeq2\pi C/q$ and $q=h|\mathbf n|$, where $\mathbf n$ runs over a triangular lattice of unit spacing. Because $2\pi/(\mathcal Ah)=1/L$ and $Lh=4\pi/\sqrt3$,

$$
D\simeq\frac CL\left[\frac{4\pi}{\sqrt3}\int_0^\infty\!du\,f(\epsilon u)-\sum_{\mathbf n\ne0}\frac{f(\epsilon|\mathbf n|)}{|\mathbf n|}\right],\qquad f(0)=1,\quad\epsilon\to0.
$$

Let $Z(s)=\sum_{\mathbf n\ne0}|\mathbf n|^{-2s}$, continued analytically from $s>1$, and let $\tilde f(z)=\int_0^\infty x^{z-1}f(x)\,dx$. The inverse Mellin transform turns the lattice sum into

$$
\frac1{2\pi i}\int dz\,\tilde f(z)\,\epsilon^{-z}\,Z\!\left(\tfrac12+\tfrac z2\right),\qquad \mathrm{Re}\,z>1.
$$

Move the contour to the left. The pole at $z=1$ has residue $(4\pi/\sqrt3)\,\tilde f(1)/\epsilon$, which is the integral term and cancels it. The pole of $\tilde f$ at $z=0$ leaves $Z(1/2)$, and the rest vanishes with $\epsilon$. For this lattice $Z(s)=6\zeta(s)L_{-3}(s)$, a standard identity for the form $m^2+mn+n^2$, where $L_{-3}(s)=1-2^{-s}+4^{-s}-5^{-s}+\dots$ Therefore

$$
D\simeq M\frac CL,\qquad M=-6\,\zeta(\tfrac12)\,L_{-3}(\tfrac12)=4.213 .
$$

A direct evaluation of the cut-off sum confirms this value. The singular cell supplies 3.806 of it and the other cells 0.408, so about one tenth of the shift survives cell averaging.

The first correction follows from $W=2\pi C[1/q-r_0/(1+r_0q)]$. The second part is finite at $q=0$, where it equals $-2\pi Cr_0$. By Poisson summation, its sum over all mesh points, $q=0$ included, differs from its integral by its Fourier transform at the nonzero supercell lattice vectors. That transform falls as $Cr_0^2/R^3$, so the difference is only of order $Cr_0^2/L^3$. Leaving out the point $q=0$ changes $D$ by $-2\pi Cr_0/\mathcal A$, which is of order $Cr_0/L^2$ and therefore dominates:

$$
D\simeq\frac CL\left[M-\frac{4\pi}{\sqrt3}\frac{r_0}{L}\right].
$$

### Why $D$ is a shift, and what depends on the state

The mesh vectors $\mathbf k$ are the reciprocal vectors of the supercell, provided $K$ is a mesh point, which holds when $N$ is a multiple of 3. The mesh equation without $q=0$ then describes relative motion in a periodic supercell with attraction

$$
v_N(\mathbf r)=\frac1{\mathcal A}\sum_{\mathbf q\ne0}W(q)e^{i\mathbf q\cdot\mathbf r}.
$$

Let $V(r)$ be the true attraction strength, the Fourier transform of $W$. At the origin, $v_N-V=-D$ by the definition of $D$.

For other $\mathbf r$, first make $W$ finite at $q=0$ by rounding it off below a small momentum $\eta$. Poisson summation then gives $\mathcal A^{-1}\sum_{\mathbf q}W e^{i\mathbf q\cdot\mathbf r}=\sum_{\mathbf R}V(\mathbf r+\mathbf R)$, with $\mathbf R$ the supercell lattice vectors. Subtracting the value at the origin removes the constant $q=0$ term. Taken in pairs $\pm\mathbf R$, the differences fall as $R^{-3}$, so the region $R\sim1/\eta$ drops out as $\eta\to0$. The result is

$$
v_N(\mathbf r)-V(r)=-D+\sum_{\mathbf R\ne0}\left[V(\mathbf r+\mathbf R)-V(R)\right].
$$

The sum is the attraction of the periodic images. Expand it in $\mathbf r$. The linear term cancels between $\pm\mathbf R$, and sixfold symmetry makes the quadratic term isotropic, equal to $\tfrac14r^2\sum\nabla^2V(R)$. The potential energy is minus the attraction strength, so first-order perturbation theory gives

$$
E_{\rm mesh}-E\simeq D-\frac{\langle r^2\rangle}{4}\sum_{\mathbf R\ne0}\nabla^2V(R).
$$

To find the Laplacian, write its Fourier transform as

$$
-q^2W=-\frac{2\pi C}{r_0}+\frac{2\pi C}{r_0(1+r_0q)} .
$$

The constant is a delta function at the origin. The second term equals $(2\pi C/q-W)/r_0^2$. Away from the origin, therefore, $\nabla^2V=(C/R-V)/r_0^2$. For $R\gg r_0$, $V\to C/R$ and $\nabla^2V\to C/R^3$, so the image term scales as $\langle r^2\rangle/L^3$.

This answers the second question. $D$ is common to all states and can be calculated from $W$ alone. If it is subtracted in full, or if a level separation is wanted, the mesh need not resolve $1/r_0$. Subtracting $D$ presupposes that $W(q)$ is known at momenta below the mesh spacing, as it is here in closed form. When $W$ is computed only at the mesh points, its small-$q$ form must be obtained separately: a 10% change of $r_0$ moves $D$ by 17 to 19 meV at $N=24$ and by 7 to 8 meV at $N=51$. The supercell must instead be large enough for the exciton, and the required $N$ grows roughly as $\langle r^2\rangle^{1/3}$.

### Numbers for MoS2

The parameters give $C=1.440$ eV nm and $b=22.67$ nm$^{-1}$. The condition $hr_0=1$ is met at $N=br_0=22.67\times4\simeq91$.

A real-space solution without any mesh gives $E_{1s}=-570$ meV with $\langle r^2\rangle=1.13$ nm$^2$, and $E_{2s}=-264$ meV with $\langle r^2\rangle=10.9$ nm$^2$. These are converged references for the model, not predictions of measured energies. Mesh diagonalizations, restricted to $k\le b/2$, give the following errors $E_{\rm mesh}-E$ in meV. The limit on $k$ is a numerical cutoff of the parabolic model, which it extends far beyond the physical valley. At $N=48$, raising it to $0.9b$ lowers the 1s level by 0.03 meV, and lowering it to $0.29b$, the distance from $K$ to $M$, raises the 1s level by 0.3 meV and the 2s level by less than 0.1 meV.

| $N$ | $hr_0$ | $D$ | 1s, 2s: cell averaged | 1s, 2s: $D$ subtracted |
|---|---|---|---|---|
| 30 | 3.02 | 376.6 | 31.1, −22.6 | −3.6, −57.3 |
| 60 | 1.51 | 233.4 | 22.8, 17.9 | −0.5, −5.5 |
| 90 | 1.01 | 170.1 | 17.2, 15.7 | −0.1, −1.7 |
| 120 | 0.76 | 133.9 | 13.7, 13.0 | −0.0, −0.7 |

At $N=60$, for example, the 1s error with the cell omitted is 232.9 meV. Restoring $V_{\rm cell}=210.1$ meV leaves 22.8 meV, while subtracting $D=233.4$ meV leaves −0.5 meV. The image formula predicts −0.5 meV for 1s and −5.3 meV for 2s. At $N=90$ and 120 the program compares $D$ plus the image term with the diagonalizations. For 2s this checks the image term itself. For 1s that term is too small compared with the allowed deviation to be tested, so in effect only $D$ is checked.

At $N=30$ the formula gives −34 meV for 2s, against −57 meV found. The supercell is then 9.6 nm wide and the 2s rms radius is 3.3 nm. The expansion in $r/L$ is not the main cause: the full image potential, still in first order, gives only −35 meV. Most of the gap arises because the 2s state overlaps its own periodic copies, which first-order perturbation theory with the isolated state leaves out. A periodic sum of undistorted 2s states already gives about −54 meV, so further distortion by the images adds only about 3 meV.

The cell-averaged 2s error changes sign between $N=30$ and $N=60$, because the midpoint error and the image term have opposite signs. A small 2s error on one mesh in that range would be a cancellation, not convergence.

**Cell omitted.** The leading law gives $L=MC/(10\ \text{meV})=4.213\times1.440/0.010\simeq607$ nm, or $N\simeq1900$. The complete $D$ gives $N\simeq1870$. This is a formula estimate, far beyond the diagonalized meshes.

**Cell averaged.** The fine-mesh law gives $L=0.4077\times1.440/0.010\simeq58.7$ nm, or $N\simeq183$. The complete $F$ lowers this to 173. Diagonalization at the next multiple of 3, $N=174$, leaves 9.9 meV for 1s and 9.7 meV for 2s. For 2s the image term brings the threshold slightly lower, to $N\simeq170$. At $N=174$, $hr_0=0.52$, so the mesh does resolve $1/r_0$. In the fine-mesh law the error is inversely proportional to $N$, so 1 meV would need $N\simeq1800$.

**Full shift subtracted.** A scan in steps of 3 up to $N=90$ finds the error below 10 meV from $N=24$ onward for 1s and from $N=51$ onward for 2s. The image formula gives 20 and 48. For 1 meV it gives 48 and about 108.

The ratio of the last two numbers is about 2.2. The asymptotic $\langle r^2\rangle^{1/3}$ rule gives $(10.9/1.13)^{1/3}\simeq2.1$, so the rule is already close at these supercell sizes.

| Treatment of $q=0$ | $N$ for 1s | $N$ for 2s |
|---|---|---|
| omitted | ≈1900 | ≈1900 |
| cell averaged | ≈174 | ≈170 |
| full $D$ subtracted | 24 | 51 |

The level separation needs no treatment of $q=0$, since $D$ cancels. Its error is the difference of the two state errors: −54 meV at $N=30$ and −5 meV at $N=60$, relative to a converged separation of 306 meV.

These estimates concern sampling within the model. They do not include errors from the parabolic bands, the model screening or the omitted exchange. A different interaction $W(q)$ needs its own $D$. The remaining values are in the numerical output below.

## Computed values

```
lattice constant a = 0.32 nm; reduced mass = 0.25 m_e
screening length r0 = 4.0 nm; tolerance = 10 meV
C = 1.43996 eV nm; hbar^2/(2 mu) = 0.15240 eV nm^2
b = 22.672 nm^-1; 1/r0 = 0.250 nm^-1; C/r0 = 360.0 meV
N at which h*r0 = 1: 90.7
M (full shift) = 4.2134; M_cell = 3.8057; difference = 0.4077
h*r0 =   0.1: exponent of V_cell in Nk = -0.487; F = 0.00560
h*r0 =   1.0: exponent of V_cell in Nk = -0.408; F = 0.04796
h*r0 =  10.0: exponent of V_cell in Nk = -0.229; F = 0.14093
h*r0 = 100.0: exponent of V_cell in Nk = -0.123; F = 0.16957
plateau F = 0.1733; in energy 62.4 meV
continuum 1s: E = -570.0 meV; rms radius = 1.061 nm; <r^2> = 1.125 nm^2
continuum 2s: E = -263.7 meV; rms radius = 3.302 nm; <r^2> = 10.902 nm^2
mesh errors in meV (1s, 2s): omitted | cell averaged | full shift
N=30: 373.01, 319.26 | 31.14, -22.61 | -3.56, -57.32
  h*r0 = 3.023; V_cell = 341.87 meV; D = 376.57 meV
  image term: 1s -3.48 meV, 2s -33.73 meV
N=60: 232.94, 227.96 | 22.84, 17.86 | -0.51, -5.49
  h*r0 = 1.511; V_cell = 210.10 meV; D = 233.44 meV
  image term: 1s -0.54 meV, 2s -5.25 meV
N=90: 169.95, 168.40 | 17.23, 15.68 | -0.14, -1.69
  h*r0 = 1.008; V_cell = 152.72 meV; D = 170.09 meV
  image term: 1s -0.17 meV, 2s -1.67 meV
N=120: 133.89, 133.20 | 13.71, 13.02 | -0.04, -0.72
  h*r0 = 0.756; V_cell = 120.18 meV; D = 133.93 meV
  image term: 1s -0.08 meV, 2s -0.73 meV
N for D = tolerance, cell omitted (formula): 1874
N for D - V_cell = tolerance, cell averaged (formula): 172.7
mesh check N=174, cell averaged: 1s 9.94 meV, 2s 9.69 meV; h*r0 = 0.521
1s, full shift subtracted: N = 24 (mesh scan, step 3), 19.7 (image formula)
  N for 1 meV (image formula) = 48.0
2s, full shift subtracted: N = 51 (mesh scan, step 3), 47.5 (image formula)
  N for 1 meV (image formula) = 107.5
```
